# Excess energy of mixed-ligand tetrahedral molecules from pairwise ligand interactions

## Definitions and conventions

A central atom M carries four ligands at the corners of a tetrahedron. Each ligand is of kind X or Y, and \(k=0,\dots,4\) is the number of Y ligands, so the molecule is \(\mathrm{MX}_{4-k}\mathrm{Y}_k\) with energy \(E(k)\). The parents are \(\mathrm{MX}_4\) and \(\mathrm{MY}_4\). Linear mixing means the straight line between the parent energies, and the excess energy is the departure from that line:

\[
e(k)=E(k)-\frac{(4-k)E(0)+kE(4)}{4}. \tag{1}
\]

By construction \(e(0)=e(4)=0\). A positive \(e(k)\) means that the mixed molecule lies above the corresponding mixture of parents. All of this concerns energy; the entropy of mixing enters later.

In the pairwise model the energy is a constant \(E_M\), plus \(s_X\) or \(s_Y\) for each ligand, plus \(w_{XX}\), \(w_{XY}\) or \(w_{YY}\) for each pair of ligands. These numbers do not change with \(k\). The result to be derived is

\[
e(k)=k(4-k)\,d,\qquad d=w_{XY}-\frac{w_{XX}+w_{YY}}{2}. \tag{2}
\]

## First derivation: counting edges

Four corners have six pairs, the edges of the tetrahedron. All edges have the same length and the same position relative to M, so the energy depends on how many pairs of each kind there are and not on which corners are occupied. The \(4-k\) ligands X form \((4-k)(3-k)/2\) pairs, the \(k\) ligands Y form \(k(k-1)/2\) pairs, and each X faces each Y once, which gives \(k(4-k)\) mixed pairs. Hence

\[
\begin{aligned}
E(k)={}&E_M+(4-k)s_X+ks_Y+\frac{(4-k)(3-k)}{2}w_{XX}\\
&+\frac{k(k-1)}{2}w_{YY}+k(4-k)w_{XY}.
\end{aligned}
\]

The parents have six like pairs each:

\[
E(0)=E_M+4s_X+6w_{XX},\qquad E(4)=E_M+4s_Y+6w_{YY}.
\]

The line between them is therefore

\[
E_M+(4-k)s_X+ks_Y+\frac{3(4-k)}{2}w_{XX}+\frac{3k}{2}w_{YY}.
\]

On subtraction the constant and the one-ligand terms cancel. The coefficient of \(w_{XX}\) that remains is

\[
\frac{(4-k)(3-k)}{2}-\frac{3(4-k)}{2}=\frac{(4-k)(3-k-3)}{2}=-\frac{k(4-k)}{2},
\]

and that of \(w_{YY}\) is

\[
\frac{k(k-1)}{2}-\frac{3k}{2}=\frac{k(k-4)}{2}=-\frac{k(4-k)}{2}.
\]

The coefficient of \(w_{XY}\) is \(k(4-k)\), because the parents contain no mixed pair. The common factor \(k(4-k)\) comes out and leaves equation (2).

The meaning is direct. Making a mixed pair uses up, on balance, half an XX pair and half a YY pair, and \(d\) is the cost of that replacement. The excess energies for \(k=1,2,3\) stand in the ratio \(3:4:3\).

Two special cases show what sets the sign. If the mixed pair energy is the arithmetic mean of the like ones, then \(d=0\) and mixing is linear, however strong the interactions are. If all pairs attract, with \(w_{XX}=-\alpha\), \(w_{YY}=-\beta\) and a geometric mean \(w_{XY}=-\sqrt{\alpha\beta}\), then

\[
d=\frac{\alpha+\beta}{2}-\sqrt{\alpha\beta}=\frac{(\sqrt\alpha-\sqrt\beta)^2}{2}\ge 0,
\]

so that attraction of this kind disfavours mixed molecules.

## Second derivation: an energy quadratic in the occupations

The second route does not name any pair energy. Let \(n_i=1\) if corner \(i\) carries Y and \(n_i=0\) if it carries X. Suppose that the energy contains no products of more than two different \(n_i\). Since \(n_i^2=n_i\), and since the corners, and also the edges, are equivalent, the general form is

\[
E=E(0)+h\sum_i n_i+J\sum_{i<j}n_in_j .
\]

With \(k\) occupations equal to one, the first sum is \(k\) and the second is \(k(k-1)/2\). Thus \(E(k)\) is a polynomial of degree two at most, with \(k^2\) coefficient \(J/2\). Subtracting a straight line leaves that coefficient unchanged. The excess vanishes at \(k=0\) and \(k=4\), and a quadratic with these two zeros is fixed up to a factor:

\[
e(k)=\frac J2\,k(k-4)=-\frac J2\,k(4-k).
\]

So \(d=-J/2\). The second difference of \(hk+Jk(k-1)/2\) is \(J\), so \(d\) follows from energies of whole molecules:

\[
d=-\frac{E(k+1)-2E(k)+E(k-1)}{2}. \tag{3}
\]

To connect this with the pair energies, place Y on two corners and follow the edge between them. The part of the energy that is not additive in the two replacements is \(J=w_{YY}-2w_{XY}+w_{XX}\), which is \(-2d\) with \(d\) from equation (2).

Terms that do not look like contact between two ligands can still be quadratic in the occupations. Two such cases follow, in atomic units.

**Charge on the centre.** Let the ligands have fixed charges \(q_i\), equal to \(q_X\) or \(q_Y\), at distance \(r\) from M. Neutrality puts \(-\sum_i q_i\) on M, and let charging M cost \(\eta/2\) times the square of its charge. The ligands are \(r\sqrt{8/3}\) apart. The energy is

\[
\sum_{i<j}\frac{q_iq_j}{r}\sqrt{\frac38}-\frac1r\Big(\sum_iq_i\Big)^2+\frac\eta2\Big(\sum_iq_i\Big)^2 .
\]

Each square contains \(2q_iq_j\) for every pair, so the effective pair energy is \(g\,q_iq_j\) with \(g=(\sqrt{3/8}-2)/r+\eta\). The terms \(q_i^2\) belong to single ligands and drop out. Since \(q_Xq_Y-(q_X^2+q_Y^2)/2=-(q_X-q_Y)^2/2\),

\[
d=\frac{(q_X-q_Y)^2}{2}\left[\frac{2-\sqrt{3/8}}{r}-\eta\right]. \tag{4}
\]

Repulsion between the ligands alone would give a negative \(d\). The attraction to the compensating centre reverses this unless \(\eta\) is large enough. The sign of \(d\) therefore cannot be read from ligand repulsion alone.

**Relaxation of the geometry.** Let each bond have spring constant \(a\) and each edge spring constant \(b\), the same for X and Y. Relative to X, each Y pulls its bond outward with force \(f\). Let \(G_s\) be the stretch of a bond under unit force on itself and \(G_o\) its stretch under unit force on another bond. Minimizing a harmonic energy under a linear load gives minus half the load times the response:

\[
E_{\rm relax}(k)=-\frac{f^2}{2}\left[kG_s+k(k-1)G_o\right].
\]

This is quadratic in \(k\), so the law survives. The \(k^2\) coefficient is \(-f^2G_o/2\), and since \(d\) is minus that coefficient, the contribution to \(d\) is \(f^2G_o/2\).

Two loads determine \(G_o\). Under unit force on all four bonds, each stretches by \(x\) and each edge by \(x\sqrt{8/3}\). The energy is \(2ax^2+8bx^2-4x\), with minimum at \(x=1/(a+4b)\), so \(G_s+3G_o=1/(a+4b)\). Under forces that sum to zero, M can move inside a rigid tetrahedron of ligands. To first order this produces any set of bond stretches with zero sum and leaves the edges unstretched. Each bond then reaches its own optimum, force divided by \(a\), so \(G_s-G_o=1/a\). Subtracting,

\[
4G_o=\frac1{a+4b}-\frac1a=-\frac{4b}{a(a+4b)},\qquad
d_{\rm relax}=-\frac{b f^2}{2a(a+4b)}. \tag{5}
\]

In this spring model relaxation lowers \(d\). If the springs depend on the ligand, the response itself changes with \(k\), and the energy need not remain quadratic.

## What each derivation assumes

The first derivation assumes named pair energies that carry over unchanged from molecule to molecule. In return it says what \(d\) is made of. The second assumes only that the energy is at most quadratic in the occupations of equivalent corners with equivalent edges. It covers fixed ligand charges with a compensating centre, and harmonic relaxation with springs common to X and Y, but it gives one number without a unique cause. Energies of the five molecules fix \(d\), not the three pair energies separately: raising \(w_{XY}\) and both like pair energies by the same amount leaves \(e(k)\) unchanged.

Both derivations need equivalent edges. The reason is visible in the identity, valid for one pair,

\[
w(n_i,n_j)=w_{XX}+\frac{w_{YY}-w_{XX}}2(n_i+n_j)+d\,(n_i-n_j)^2,
\]

which is confirmed by inserting the values 0 and 1. The last term counts mixed pairs. In a square-planar molecule, let neighbouring pairs have \(d_1\) and diagonal pairs \(d_2\). For \(k=2\) the cis isomer has two mixed pairs of each kind and an excess \(2d_1+2d_2\), while the trans isomer has four mixed neighbouring pairs and an excess \(4d_1\). One value of \(k\) then has two energies.

Both also exclude genuine terms of three or four ligands. Any five energies can be written

\[
e(k)=k(4-k)\left[A+B(k-2)+C(k-2)^2\right], \tag{6}
\]

because three coefficients match three free values. Setting \(k=1,2,3\) gives \(e(1)=3(A-B+C)\), \(e(2)=4A\) and \(e(3)=3(A+B+C)\), hence

\[
A=\frac{e(2)}4,\quad B=\frac{e(3)-e(1)}6,\quad C=\frac{e(1)+e(3)}6-\frac{e(2)}4 .
\]

The pairwise law is \(A=d\), \(B=C=0\). Now add an energy \(t_m\) for each triple of ligands containing \(m\) Y. The totals for \(k=0,\dots,4\) are \(4t_0\), \(t_0+3t_1\), \(2t_1+2t_2\), \(3t_2+t_3\) and \(4t_3\). Equation (1) gives

\[
\begin{aligned}
e(1)&=-2t_0+3t_1-t_3,\\
e(2)&=2(t_1+t_2-t_0-t_3),\\
e(3)&=-t_0+3t_2-2t_3,
\end{aligned}
\]

and therefore \(B=(t_0-3t_1+3t_2-t_3)/6\) and \(C=0\). Triples skew the curve towards one parent and also shift \(A\). A nonzero \(C\) requires a four-ligand term.

## Consequences for ligand exchange

From \(e(k+1)-e(k)=d\,[(k+1)(3-k)-k(4-k)]=(3-2k)d\), replacing one X by Y costs

\[
E(k+1)-E(k)=\frac{E(4)-E(0)}4+(3-2k)d,
\]

apart from the energy of the reservoir that supplies Y and accepts X. With that reservoir held fixed, each exchange costs \(2d\) less than the one before. Two reactions isolate \(d\):

\[
\begin{aligned}
\mathrm{MX_4+MY_4\to 2\,MX_2Y_2}:&\quad \Delta E=2e(2)=8d,\\
\mathrm{2\,MX_2Y_2\to MX_3Y+MXY_3}:&\quad \Delta E=e(1)+e(3)-2e(2)=-2d.
\end{aligned}
\]

If the molecules form an ideal mixture that exchanges ligands until equilibrium, the fraction \(p_k\) is proportional to the number of placements \(\binom4k\), a Boltzmann factor, and a factor \(z^k\) that fixes the composition. Energy terms linear in \(k\) are absorbed in \(z\). For equal X and Y content the pairwise law is symmetric under \(k\to4-k\), so no linear factor remains:

\[
p_k\propto\binom4k e^{-k(4-k)d/k_BT},\qquad
\frac{p_1p_3}{p_2^2}=\frac49\,e^{2d/k_BT}. \tag{7}
\]

## Worked example: the silicon chloride fluorides

Take M = Si, X = Cl and Y = F. The energies were computed by Hartree–Fock theory with density fitting in the def2-SVP basis, at ideal tetrahedral angles, with Si–Cl held at 2.03 Å and Si–F at 1.56 Å. For \(k=0,2,4\) they are \(-2126.467426\), \(-1406.496579\) and \(-686.528508\) hartree. Then

\[
e(2)=-1406.496579+\frac{2126.467426+686.528508}{2}=0.001388\ \text{hartree},
\]

which is 37.8 meV. Dividing by four gives \(d=9.4\) meV, or 0.91 kJ/mol. With \(d\) taken from \(k=2\), the other two mixed molecules are predictions (all in meV):

| \(k\) | computed \(e(k)\) | \(k(4-k)d\) |
|---|---|---|
| 1 | 31.8 | 28.3 |
| 2 | 37.8 | 37.8 (used for \(d\)) |
| 3 | 24.9 | 28.3 |

The differences, computed minus predicted, are \(+3.4\) and \(-3.4\) meV, about 12% of the predicted value. They are opposite in sign, so they belong to \(B=-1.1\) meV, while \(C\) is about \(-0.001\) meV. This is the form that three-ligand terms produce, although a four-ligand term can also contribute to \(B\). The values of \(B\) and \(C\) hold for this small basis only: the larger basis used below changes \(e(2)\) by 5.0 meV, more than the differences discussed here.

The reaction \(2\,\mathrm{SiCl_2F_2\to SiCl_3F+SiClF_3}\) has \(\Delta E=-18.9\) meV, equal to \(-2d\) to the digits given. This agreement does not show that the pairwise law holds for each molecule. By equation (6) the reaction energy is \(6(A+C)-8A=-2A+6C\): \(B\) cancels, and \(C\) happens to be very small in this basis.

### Effects left out of the first estimate

Each effect below is given as its change of \(e(2)\), to be compared with 37.8 meV.

- Electron correlation, from second-order Møller–Plesset theory (MP2) with frozen cores in the same basis and geometry, adds 34.7 meV.
- Relaxation of the Hartree–Fock geometry subtracts 22.2 meV. Forces were found from energy differences along symmetry-preserving stretches and bends, and the energy was minimized along one line per molecule, so this is an estimate.
- A larger basis, def2-TZVP without its f functions, subtracts 5.0 meV at the Hartree–Fock level.
- Vibration, rotation and translation at 573 K add 1.3 meV to the free energy. This used harmonic springs with round constants (bonds 0.12 for Cl and 0.26 for F, edges 0.03 for ClCl and 0.05 for FF, the mean for mixed edges, in hartree/bohr²). The result depends strongly on the assumed mean: making the mixed-edge springs 10% softer or stiffer changes it to \(-8.6\) or \(+10.4\) meV. The 1.3 meV is itself a near cancellation of \(-8.4\) meV from rotation and translation against \(+9.7\) meV from vibration. These springs match the measured \(e\) and \(a_1\) frequencies of \(\mathrm{SiCl_4}\) and \(\mathrm{SiF_4}\) but put the \(t_2\) modes 16 to 26% too low. Neither the sign nor the size of this term is therefore established.

In this basis correlation nearly doubles the excess, and relaxation cancels much of that increase. The correlation part, computed in this one basis, follows the pairwise shape closely: three quarters of 34.7 is 26.0 meV, and the computed changes at \(k=1\) and \(k=3\) are both 26.0 meV. Attraction with a geometric-mean rule would give this positive sign, but that this is the cause here is a conjecture. Relaxation lowers the excess. Equation (5) has the same sign, but it assumes one fixed bond force per ligand and the same springs for Cl and F, and it leaves out bending forces. How much of the lowering it accounts for was not determined. The lowering is also uneven: 18.6 meV at \(k=1\) and 13.9 meV at \(k=3\). This skew opposes that of the frozen molecules.

Hartree–Fock, MP2 and relaxation together give \(e(1)=39.2\), \(e(2)=50.2\) and \(e(3)=37.0\) meV. Now \(d=12.6\) meV, or 1.2 kJ/mol, and the law predicts 37.7 meV for \(k=1\) and \(k=3\), within about 4% of the computed values. The closer agreement than before comes mainly from the partial cancellation of the two opposite skews, which takes \(B\) from \(-1.1\) to \(-0.4\) meV, and partly from the larger \(d\). Since the relaxation is only an estimate, and the larger basis was not tried at \(k=1\) and \(k=3\), it does not show that the law improves with better theory. The basis dependence of the correlation part was not computed, and it may change \(d\) further. A fair reading is that \(d\) is positive at the levels used here and of order 10 meV.

### Populations at 573 K

Here \(k_BT=49.4\) meV. With the first value of \(d\), the Boltzmann factors in equation (7) are \(e^{-28.3/49.4}=0.56\) for \(k=1,3\) and \(e^{-37.8/49.4}=0.47\) for \(k=2\). The weights \(1,\,4(0.56),\,6(0.47),\,4(0.56),\,1\) give the second row below. The last row uses the energies with correlation, relaxation and nuclear motion, without the basis change, and with \(z\) solved numerically for equal Cl and F content. Entries are percentages; the uncertainty of the nuclear term alone can shift the last row by a couple of points.

| | \(k=0\) | 1 | 2 | 3 | 4 |
|---|---|---|---|---|---|
| random | 6.3 | 25.0 | 37.5 | 25.0 | 6.3 |
| pairwise law | 10.8 | 24.2 | 30.0 | 24.2 | 10.8 |
| corrected | 13 | 23 | 27 | 24 | 13 |

A positive \(d\) moves molecules from the middle of the series to the parents. Mixed molecules still make up nearly three quarters of the corrected mixture. At \(k=2\), for example, the cost is about 52 meV, while the six placements contribute \(k_BT\ln 6\), about 88 meV: entropy outweighs the energy cost.

### Relation to thermal atomic layer etching

In thermal atomic layer etching, \(\mathrm{SiCl_4}\) can serve as a ligand-exchange reagent that gives chloride to a fluorinated surface and takes up fluoride. A temperature of 573 K is within the rough range of such processes. The calculation describes the gas molecules alone. It says that, for a fixed surface reaction partner, each further fluoride taken up by the same Si costs less energy than the previous one by \(2d\), about 25 meV with the corrected \(d\), or half of \(k_BT\); in the computed energies the successive steps differ by 24 to 28 meV. The free energy behaves differently. The numbers of placements, \(1,4,6,4,1\), make each step less favourable than the one before by 40 to 48 meV at 573 K. At this temperature that outweighs the energy gain, so in free energy each further fluoride costs more than the previous one; with the corrected energies the order of the two middle steps would reverse below roughly 350 K. Whether the exchange runs at all depends on the average step \([E(4)-E(0)]/4\) and on the surface bond energies, which cancel from \(e(k)\).

The assumption most open to doubt in a reactor is equilibrium among the gas molecules. Products may be pumped away before they exchange ligands with one another; their proportions are then set by reaction rates, and equation (7) does not apply. The model gives no estimate of that shift. The energies \(e(k)\) do not depend on it.
